# Why Stokes drag fails for nanopowder in low-pressure gas

**Q:** Silicon powder forms in the gas of my deposition reactor: spheres of 10 nm radius in nitrogen at 900 K and about 18 Torr. I want to know how fast they drift and diffuse. The viscosity of a gas does not depend on its pressure, so I use Stokes' friction coefficient \(f_S=6\pi\mu a\), the same as at atmospheric pressure. Is anything wrong with that?

**A:** Your premise about the viscosity \(\mu\) is right for a dilute gas, but the conclusion does not follow. Let us derive the premise first, because it also fixes the length that decides the matter.

I use atomic units, with temperature \(T\) as an energy. Molecules have mass \(m\), number density \(n\) and mean speed \(c=\sqrt{8T/\pi m}\). Treat them as hard spheres of diameter \(d\), with collision cross-section \(\sigma=\pi d^2\). Let the gas flow along \(x\) with velocity gradient \(\gamma=du_x/dy\), and measure each velocity \(\mathbf v\) relative to the local flow. Between collisions \(\dot v_x=-\gamma v_y\), so the shear stress \(P=nm\langle v_xv_y\rangle\) changes at the rate \(-\gamma nm\langle v_y^2\rangle=-\gamma nT\). If collisions remove it at a rate \(\nu P\), the steady state is \(P=-(nT/\nu)\gamma\), and \(\mu=nT/\nu\).

To find \(\nu\), take the simplest distribution that carries shear stress, a Maxwellian times \(1+\epsilon mv_xv_y/T\). It has \(P=\epsilon nT\). For a colliding pair with centre-of-mass velocity \(\mathbf G\) and relative velocity \(\mathbf g\),

\[
v_{1x}v_{1y}+v_{2x}v_{2y}=2G_xG_y+\tfrac12 g_xg_y .
\]

A collision keeps \(\mathbf G\) and makes the direction of \(\mathbf g\) random, so on average \(\tfrac12 m g_xg_y\) is lost. There are \(\tfrac12n^2\sigma g\) collisions per volume and time, and the pair's weight contains \(\epsilon(m/T)\tfrac12g_xg_y\). With the angular average \(g_x^2g_y^2\to g^4/15\),

\[
\nu P=\frac{n^2\sigma\epsilon m^2}{8T}\frac{\langle g^5\rangle}{15},
\qquad
\langle g^5\rangle=\frac{384}{\sqrt\pi}\left(\frac Tm\right)^{5/2}.
\]

Dividing by \(P=\epsilon nT\) gives \(\nu=(16/5\sqrt\pi)\,n\sigma\sqrt{T/m}\), and so

\[
\mu=\frac{nT}{\nu}=\frac{5}{16d^2}\sqrt{\frac{mT}{\pi}} .
\]

The density cancels: fewer molecules carry momentum, but each carries it farther. This is the leading approximation, since we kept one term in the distribution.

I define the mean free path by \(\lambda=2\mu/(nmc)\), which grows as \(1/n\). The average distance between hard-sphere collisions is \(1/(\sqrt2\,n\sigma)\), because the mean relative speed is \(\sqrt2\,c\). For hard spheres the ratio of the two lengths is \(5\pi/16=0.98\) with the one-term viscosity; further terms in the distribution raise \(\mu\) by 1.6% and the ratio to 0.997. Other conventions differ more: \(\mu=\tfrac13nmc\lambda\) gives a path 1.5 times longer. Every coefficient of \(\mathrm{Kn}\) below belongs to the definition used here. In your gas \(\lambda\) is 10 µm, and the Knudsen number is

\[
\mathrm{Kn}=\frac{\lambda}{a}=\frac{10\,000\ \text{nm}}{10\ \text{nm}}=1000 .
\]

A molecule that leaves the particle typically flies about a thousand radii before it meets another. Stokes' law assumes a fluid whose neighbouring layers exchange momentum over distances much shorter than \(a\). There are no such layers here.

**Q:** Then the gas slips along the surface. Could I keep the Stokes equations and allow slip?

**A:** You can do the calculation, and it shows that slip in this sense is too weak. Let the fluid move with velocity \(V\) along \(\mathbf e_x\) far from a fixed sphere. Try

\[
\mathbf u=V\mathbf e_x+S\left(\frac{\mathbf e_x}{r}+\frac{x\mathbf r}{r^3}\right)
+D\left(\frac{\mathbf e_x}{r^3}-\frac{3x\mathbf r}{r^5}\right),
\qquad p=\frac{2\mu Sx}{r^3}.
\]

The \(D\) term is \(D\nabla(x/r^3)\), the gradient of a harmonic function, so it has zero divergence and zero Laplacian. In the \(S\) term the two divergences are \(-x/r^3\) and \(+x/r^3\). Writing \(x\mathbf r/r^3=-x\nabla(1/r)\), its Laplacian is \(-2\nabla\partial_x(1/r)=2\nabla(x/r^3)\). Hence \(\mu\nabla^2\mathbf u=\nabla p\), as required.

In polar components,

\[
u_r=\cos\theta\left(V+\frac{2S}{r}-\frac{2D}{r^3}\right),\quad
u_\theta=-\sin\theta\left(V+\frac Sr+\frac D{r^3}\right).
\]

No flow enters the sphere, so \(D/a^3=V/2+S/a\). With slip length \(l\), the other condition at \(r=a\) is \(u_\theta=l(\partial_ru_\theta-u_\theta/r)\); the term with \(\partial_\theta u_r\) vanishes there. The bracket equals \((\sin\theta/a)(V+2S/a+4D/a^3)=6D\sin\theta/a^4\). Therefore

\[
-\left(\frac{3V}{2}+\frac{2S}{a}\right)=\frac{6l}{a}\left(\frac V2+\frac Sa\right)
\;\Rightarrow\;
S=-\frac{3aV}{4}\,\frac{a+2l}{a+3l}.
\]

The total stress has no divergence, so the force may be evaluated on a very large sphere, where only the \(S\) term contributes. Its viscous traction is \(-4\mu Sx\mathbf r/r^4\), from the identity \(r_j(\partial_iu_j+\partial_ju_i)=\partial_i(\mathbf r\cdot\mathbf u)-u_i+r\partial_ru_i\). Its pressure adds \(-2\mu Sx\mathbf r/r^4\). Integrating \(-6\mu S\cos^2\theta\) over solid angle gives

\[
F=-8\pi\mu S=6\pi\mu aV\,\frac{a+2l}{a+3l}.
\]

The mobility, velocity per force, rises by \((a+3l)/(a+2l)=1+l/(a+2l)\). For \(l\ll a\) this is the small correction \(1+l/a\). For \(l\to\infty\) it reaches only \(3/2\): the surface no longer drags the fluid sideways, but the fluid must still be pushed around the sphere.

**Q:** So what replaces the fluid calculation?

**A:** Counting impacts. For \(\mathrm{Kn}\gg1\) the incoming molecules do not know that the particle is there, so they keep the distribution of the undisturbed gas. I assume a single sphere far from walls, much heavier than a molecule, at the gas temperature, and drifting much more slowly than \(c\).

Start with a beam of velocity \(\mathbf v\) in the particle's frame. It brings \(\pi a^2nv\) molecules per unit time. If they reflect specularly, an impact at angle \(\chi\) from the normal turns the molecule by \(\pi-2\chi\). The fraction of impacts in \(d\chi\) is \(2\sin\chi\cos\chi\,d\chi=\sin2\chi\,d\chi\), which makes the outgoing directions uniform over the whole sphere. Their mean momentum is zero, so the full incoming momentum stays with the particle:

\[
\mathbf F_{\rm beam}=\pi a^2nm\,v\,\mathbf v .
\]

Now let a fraction \(s\) be re-emitted diffusely, having forgotten how they arrived. They leave with mean velocity \(w=\sqrt{\pi T/2m}\) along the outward normal, and the recoil points inward. Its mean component along the beam contains \(\int_0^{\pi/2}\cos\chi\,2\sin\chi\cos\chi\,d\chi=2/3\). Thus

\[
\mathbf F_{\rm beam}=\pi a^2nm\left(v+\tfrac23sw\right)\mathbf v .
\]

Next average over gas drifting past at velocity \(V\), whose distribution is a Maxwellian times \(1+mVv_x/T\) to first order. Since \(\langle v^3\rangle=4cT/m\),

\[
\langle v\,v_x\rangle=\frac{mV}{3T}\langle v^3\rangle=\frac43cV,
\qquad \langle v_x\rangle=V .
\]

With \(w=\pi c/4\), the friction coefficient \(f=F/V\) is

\[
f=\frac{4\pi}{3}a^2nmc\left(1+\frac{\pi s}{8}\right).
\]

As a test, the momentum flux was integrated over the surface of the sphere for \(m=T=n=a=s=1\) and drift 0.01. It gave a friction of 9.30934, against 9.30928 from the formula.

**Q:** This contains the density, and the area instead of the radius. How far is it from Stokes?

**A:** Insert \(\mu=\tfrac12nmc\lambda\) into Stokes' coefficient, which becomes \(3\pi nmc\lambda a\), and divide:

\[
C=\frac{f_S}{f}=\frac94\,\frac{\mathrm{Kn}}{1+\pi s/8}.
\]

For \(\mathrm{Kn}=1000\), specular reflection gives \(C=2250\), and diffuse re-emission gives \(2250/1.393\approx1600\). The true mobility is more than a thousand times the Stokes value for any mixture of the two. The ratio is customarily called a slip correction, but as we saw, slip within a fluid supplies at most a factor of 1.5. The rest comes from the loss of fluid behaviour around the particle.

**Q:** Please put this into units I can use.

**A:** The formulas hold in SI units with \(T\) replaced by \(k_BT\). I take a rough viscosity of 38 µPa s for nitrogen at 900 K. With \(c=825\) m/s and \(\lambda=10\) µm, the definition of \(\lambda\) gives \(n=1.98\times10^{17}\ \text{cm}^{-3}\), hence a pressure of 18.5 Torr. Then

\[
f_S=6\pi(3.8\times10^{-5})(10^{-8})=7.16\times10^{-12}\ \text{kg/s},
\]

while diffuse re-emission gives \(f=4.43\times10^{-15}\) kg/s. For one elementary charge the electrical mobility is

\[
\frac ef=\frac{1.602\times10^{-19}}{4.43\times10^{-15}}\ \frac{\text{m}^2}{\text{V s}}
=0.36\ \text{cm}^2/\text{Vs},
\]

or 8.5 atomic units. Stokes would give \(2.2\times10^{-4}\ \text{cm}^2/\text{Vs}\). In a field of 10 V/cm the particle drifts at 3.6 cm/s. That is \(4\times10^{-5}\) of the molecular speed, so the assumption of slow drift is safe. The particle's own thermal speed, about 2 m/s rms, is larger than this drift but still only \(2\times10^{-3}\) of \(c\).

**Q:** My powder is mostly neutral. Does the error still matter?

**A:** Yes, through diffusion. Let the particle have mass \(M\), position \(X\) and velocity \(U\) along one axis. Friction gives \(M\dot U=-fU\) plus a random force that is uncorrelated with the present position. Therefore

\[
\frac{d}{dt}\langle XU\rangle=\langle U^2\rangle-\frac fM\langle XU\rangle .
\]

In equilibrium \(\langle U^2\rangle=T/M\), so \(\langle XU\rangle\) settles at \(T/f\). Then \(d\langle X^2\rangle/dt=2T/f\), which means \(D_p=T/f\) for the diffusion coefficient. It comes to 0.028 cm²/s, against \(1.7\times10^{-5}\) cm²/s from Stokes. In one second the rms spread along one axis is \(\sqrt{2D_pt}=2.4\) mm instead of 0.06 mm. In still gas of uniform temperature, about 40% of the particles that start 2 mm from a surface reach it within that second, while a Stokes estimate would keep them all in the gas. Towards a hot surface the thermal force of the last answer opposes this: against its drift of 2.5 cm/s, diffusion penetrates only about \(D_p\) divided by that speed, or 0.1 mm.

The particle also takes longer to adjust to a change in gas velocity: \(M/f=2.2\) µs instead of 1.4 ns. Both times are short, so in a flow that varies over milliseconds it still follows the gas closely.

**Q:** Would Stokes be safe if I ran the reactor at atmospheric pressure?

**A:** Not for this particle. Keep its radius, the temperature and the viscosity fixed, and raise the pressure to 760 Torr. The path shrinks in proportion, to \(\mathrm{Kn}=24\), and the diffuse formula still gives \(C\approx39\). Corrections of order \(1/\mathrm{Kn}=0.04\) times a coefficient not derived here are then expected; the usual fitted interpolations put them at 1 to 2%. Low pressure enlarges the error, but the criterion is the ratio of path to radius.

In the opposite direction, \(\mathrm{Kn}=0.01\) at your original pressure would require a sphere of 1 mm radius. Stokes' law suits that regime, provided the flow is also slow enough for inertia of the gas to be neglected. Here that means a relative speed well below 2 m/s, where the Reynolds number on the diameter reaches 1. A silicon sphere of this size falling from rest reaches 1 m/s after 5 cm and 2 m/s after about 20 cm. Around \(\mathrm{Kn}=1\) neither limit can be trusted, and one needs a kinetic calculation or a fitted interpolation.

**Q:** How closely does this describe a real reactor?

**A:** The temperature and pressure lie in the range of reduced-pressure silicon deposition; the viscosity is a rough typical value, and hydrogen is also used as a carrier. The numbers here are for nitrogen. In hydrogen at the same temperature and pressure, a rough viscosity of 18 µPa s gives \(C\approx2900\) and \(D_p\approx0.10\) cm²/s for diffuse re-emission. The reflection law moves \(C\) between 1600 and 2250 for mixtures of the two laws treated above. The usual fitted interpolations, obtained for other particles in air, correspond, once converted to the present definition of \(\lambda\), to \(s\approx0.75\) to 0.95 and \(C\approx1650\) to 1730. The finite size of the molecules raises the drag by about 3% if a molecule's centre stops 1.7 Å from the surface, half its hard-sphere diameter, and by 7% if it stops at 3.5 Å. Van der Waals attraction raises it further. Extending the radius by the distance \(z\) at which a rough attraction \(-C_3/z^3\), with \(C_3=1.5\) eV Å³, equals the thermal energy gives about 5%, but this is too low, because the attraction also bends grazing molecules onto the surface. Following the trajectories in the same attraction gives a total rise, molecular size included, of about 11% for diffuse re-emission and 6 to 9% for specular reflection, with the closest approach of a molecule to the surface taken between 1.7 and 3.5 Å. A particle 100 K hotter than the gas feels 1.5% more drag if it re-emits all molecules diffusely at its own temperature, and the finite-Kn correction is a fraction of \(1/\mathrm{Kn}=0.1\%\), about 0.03 to 0.04% in the fitted interpolations. None of these threatens the factor of a thousand. Real powder also forms aggregates, whose drag is not that of a sphere; I have not estimated that change.

**Q:** Is friction then enough to predict where the powder goes?

**A:** No, because a temperature gradient adds a force. In the leading approximation, again keeping one term, the velocity distribution of a gas at rest carrying heat flux \(q\) along \(x\) is a Maxwellian times \(1+Av_x(mv^2/2T-5/2)\), with \(A=2mq/(5nT^2)\) fixed by the flux. Its mean velocity is zero, so the diffuse recoil term drops out of the beam formula. Using \(\langle v^5\rangle=24c(T/m)^2\),

\[
F=\pi a^2nm\frac A6\left(\frac mT\langle v^5\rangle-5\langle v^3\rangle\right)
=\frac{2\pi}{3}a^2nAcT=\frac{32}{15}\frac{a^2q}{c}.
\]

The last step uses \(mc^2=8T/\pi\). For the flux I take a translational heat conductivity of \((15/4)\mu/m\); sampled hard-sphere collisions, within the same one-term approximation, gave 3.73 for the numerical factor. This is a monatomic value; in nitrogen, energy exchange with rotation lowers it, and the speed below, by roughly 5%. A gradient of 100 K/cm then drives the particle towards the cold side at \(F/f=2.5\) cm/s. The van der Waals attraction considered above raises the thermal force less than the friction and lowers this speed by a further 3 to 4%. In nitrogen the thermal drift is thus comparable with the electrical drift of 3.6 cm/s above, whereas gravity gives only about 20 µm/s. In hydrogen the same formulas give a thermal drift of about 16 cm/s. In a reactor with such gradients, the thermal force must be included beside the corrected friction. The numerical output lists the inputs and the hard-sphere results for nitrogen. The many-term viscosity, particle thermal-speed, trajectory, rotational, fitted-interpolation, hydrogen, wall-arrival and falling-sphere estimates are not part of it.

## Computed values

```
Hard-sphere viscosity, sampled: 0.555 (reduced)
Hard-sphere viscosity, formula: 0.5539 (reduced)
Conductivity/viscosity, sampled: 3.727 (reduced)
Viscosity path / collision path: 0.9817
Largest mobility gain from fluid slip: 1.5
Drag, diffuse, surface integral: 9.30934 (reduced)
Drag, diffuse, formula: 9.30928 (reduced)
Drag, diffuse, sampled impacts: 9.315 (reduced)
Momentum variance rate / drag, sampled: 2
Thermophoretic force/heat flux, sampled: 1.337 (reduced)
Thermophoretic force/heat flux, formula: 1.337 (reduced)
Temperature: 900 K
Particle radius: 10 nm
Mean free path: 10 um
Molecular mass: 28 u
Gas viscosity, rough input: 38 uPa s
Silicon density, rough input: 2.33 g/cm3
Mean molecular speed: 825 m/s
Gas number density: 1.981e+17 1/cm3
Gas pressure: 18.47 Torr
Implied molecular diameter: 0.334 nm
Knudsen number: 1000
Stokes friction: 7.163e-12 kg/s
Free-molecular friction, diffuse: 4.434e-15 kg/s
Mobility gain over Stokes, diffuse: 1616
Mobility gain over Stokes, specular: 2250
Diffuse gain if collision path is 10 um: 1586
Electrical mobility, one charge: 0.3614 cm2/Vs
Same mobility: 8.494 atomic units
Stokes electrical mobility: 0.0002237 cm2/Vs
Diffusion coefficient: 0.02803 cm2/s
Stokes diffusion coefficient: 1.735e-05 cm2/s
Rms spread per axis in 1 s: 2.37 mm
Stokes rms spread in 1 s: 0.0589 mm
Particle mass: 9.76e-21 kg
Velocity relaxation time: 2.2 us
Stokes relaxation time: 1.36 ns
Knudsen number at 760 Torr: 24.3
Free-molecular gain at 760 Torr: 39.3
Finite-Kn correction, order 1/Kn: 0.1 %
Molecular size adds to drag: 3.4 %
Attraction C3, rough input: 1.5 eV A^3
Van der Waals reach at kT: 2.7 A
Drag increase if reach adds to radius: 5.4 %
Polarizability, rough input: 1.7 A^3
Charge-induced attraction at surface: 1.2e-07 eV
Thermal energy kT: 0.0776 eV
Drag increase, particle 100 K hotter: 1.5 %
Electric field for drift example: 10 V/cm
Drift speed in this field: 3.61 cm/s
Drift speed / molecular speed: 4.4e-05
Gravity settling speed: 21.6 um/s
Temperature gradient example: 100 K/cm
Thermophoretic speed: 2.47 cm/s
```
